# Mean stress of a steadily growing oxide film with relaxing layers

An oxide film grows on silicon for 20 min. In the model below, its newest layer carries a stress of −300 MPa and its oldest layer −129 MPa. The thickness average is −203 MPa. This is neither the mean of the two end values, −215 MPa, nor the stress at mid-thickness, −197 MPa. The average follows from the distribution of layer ages, and the same calculation shows why it keeps falling in magnitude while the total force in the film keeps rising.

## Setting and assumptions

Tensile stress is positive, so compression is negative. The film lies on a flat wafer. The coordinate $y$ is measured from the silicon–oxide interface towards the outer surface, $t$ is the growth time, and $a$ is the age of a layer. The assumptions are these.

1. Growth starts from zero thickness and proceeds at a constant rate $v$, so the thickness is $h=vt$.
2. Each layer forms with the same equal-biaxial in-plane stress $s_0$.
3. The temperature is constant during growth, and the oxide is an isotropic linear viscoelastic solid of Maxwell type: elastic and viscous strains add. Viscous flow changes shape but not volume.
4. The wafer is so thick and stiff that it fixes the in-plane strain of a layer from the moment the layer forms. Later layers then do not alter the stress in earlier ones.
5. The stress is evaluated at the end of growth, before cooling.

The value of $s_0$ is an input. It is what remains of the oxidation strain after the processes at the interface itself, which this model does not describe.

## Lemma 1: decay of the stress in one layer

**Statement.** Let the oxide have Young's modulus $E$, Poisson's ratio $\nu$ and shear viscosity $\eta$. Under assumptions 2–4, a layer of age $a$ has the stress

$$s(a)=s_0e^{-a/T},\qquad T=\frac{6\eta(1-\nu)}{E}. \tag{1}$$

**Proof.** The outer surface is free, so the normal stress vanishes and the principal stresses are $(s,s,0)$. Their mean is $2s/3$. Subtracting it leaves the deviatoric stress, the part that changes shape:

$$\left(s-\tfrac{2s}{3},\;s-\tfrac{2s}{3},\;-\tfrac{2s}{3}\right)=\left(\tfrac{s}{3},\;\tfrac{s}{3},\;-\tfrac{2s}{3}\right).$$

The viscous strain rate is the deviatoric stress divided by $2\eta$. Its in-plane component is therefore

$$\dot\varepsilon_{\rm visc}=\frac{1}{2\eta}\,\frac{s}{3}=\frac{s}{6\eta}.$$

Hooke's law gives the elastic in-plane strain as

$$\varepsilon_{\rm el}=\frac{s-\nu s-\nu\cdot 0}{E}=\frac{(1-\nu)s}{E}=\frac{s}{M_f},\qquad M_f=\frac{E}{1-\nu},$$

where $M_f$ is the biaxial modulus of the film. The total in-plane strain is fixed, so the two rates add to zero:

$$\frac{1-\nu}{E}\frac{ds}{da}+\frac{s}{6\eta}=0
\quad\Longrightarrow\quad
\frac{ds}{da}=-\frac{E}{6\eta(1-\nu)}\,s=-\frac{s}{T}.$$

Then $d(s\,e^{a/T})/da=e^{a/T}(ds/da+s/T)=0$. The product $s\,e^{a/T}$ keeps its initial value $s_0$, which is (1). ∎

The layer relaxes by becoming thicker or thinner, since its normal strain is free. Under compression, viscous flow shortens it in the plane and lengthens it along the normal. The elastic compression is thereby released while the total in-plane strain stays fixed.

## Lemma 2: stress profile

**Statement.** If new oxide forms at the buried interface, then at time $t$

$$s(y)=s_0e^{-y/(vT)},\qquad 0\le y\le vt. \tag{2}$$

**Proof.** A layer that formed a time $a$ ago has since been pushed outward by new oxide of thickness $va$. The change in thickness of the layers as they relax, about 0.3 % at most in the example below, is neglected. It lies at $y=va$, so its age is $a=y/v$. Inserting this age into (1) gives (2). ∎

The interface keeps the stress $s_0$ at all times, and the outer surface has the stress $s_0e^{-t/T}$. The decay length $vT$ is the thickness grown in one relaxation time.

## Theorem: thickness-averaged stress

**Statement.** Under assumptions 1–5,

$$\boxed{\;\bar s(t)=s_0\,\frac{T}{t}\left(1-e^{-t/T}\right)\;} \tag{3}$$

**Proof.** The thickness average is the integral of (2) divided by $h=vt$. Substitute $y=va$, $dy=v\,da$; the upper limit $y=vt$ becomes $a=t$:

$$\bar s=\frac{1}{vt}\int_0^{vt}s_0e^{-y/(vT)}dy
=\frac{s_0}{t}\int_0^t e^{-a/T}da.$$

The rate has cancelled, because constant growth spreads the ages uniformly between 0 and $t$. An antiderivative of $e^{-a/T}$ is $-Te^{-a/T}$, so

$$\bar s=\frac{s_0}{t}\left[-Te^{-a/T}\right]_0^t
=\frac{s_0}{t}\left(-Te^{-t/T}+T\right),$$

which is (3). ∎

**Remark on the place of growth.** If new layers formed at the outer surface, the profile would be reversed. The ages would still be uniform on $[0,t]$, so (3) would be unchanged.

**Remark on the opening numbers.** Let $x=t/T$ and take $e^{-x/2}$ out of the bracket in (3):

$$\frac{\bar s}{s_0}=\frac{1-e^{-x}}{x}
=e^{-x/2}\,\frac{e^{x/2}-e^{-x/2}}{x}
=e^{-x/2}\,\frac{\sinh(x/2)}{x/2}.$$

The mid-thickness value is $e^{-x/2}$, and the mean of the end values is $(1+e^{-x})/2=e^{-x/2}\cosh(x/2)$. For $u>0$ one has $1<\sinh u/u<\cosh u$, as the series show term by term: $\sinh u/u=\sum u^{2n}/(2n+1)!$ and $\cosh u=\sum u^{2n}/(2n)!$. In magnitude the average therefore lies above the mid-thickness stress and below the mean of the end values, as it does in the example.

## Second proof, from the force in the film

The force per unit width is $F=\int_0^h s\,dy=\bar s\,h$. In a short time $dt$ two things happen. Every existing layer changes its stress by $-s\,dt/T$, which changes $F$ by $-F\,dt/T$. A new layer of thickness $v\,dt$ and stress $s_0$ adds $s_0v\,dt$. Hence

$$\frac{dF}{dt}=s_0v-\frac{F}{T},\qquad F(0)=0. \tag{4}$$

Multiplication by $e^{t/T}$ turns this into $d(Fe^{t/T})/dt=s_0v\,e^{t/T}$. Integration from 0 to $t$ gives $Fe^{t/T}=s_0vT(e^{t/T}-1)$, and therefore

$$F(t)=s_0vT\left(1-e^{-t/T}\right). \tag{5}$$

Division by $h=vt$ returns (3).

Equation (5) separates two quantities that behave differently. The magnitude of the force rises towards $|s_0|vT$, where relaxation in the whole film balances the supply from new layers. The thickness rises without limit in this model, so the average falls towards zero.

## Limits

**Short growth, $t\ll T$.** For $q\ge0$, $1-q\le e^{-q}\le 1-q+q^2/2$. Setting $q=a/T$ and averaging over $0\le a\le t$, with $\overline{a}=t/2$ and $\overline{a^2}=t^2/3$, gives

$$1-\frac{t}{2T}\;\le\;\frac{\bar s}{s_0}\;\le\;1-\frac{t}{2T}+\frac{t^2}{6T^2}.$$

To first order the average layer has relaxed for half the growth time. At $t/T=0.1$ the bounds are 0.9500 and 0.9517, and a stack of layers relaxed in small time steps gives 0.9516.

**Long growth, $t\gg T$.** The exponential in (3) drops out and

$$\bar s\simeq s_0\frac{T}{t}=\frac{s_0vT}{h}.$$

The omitted term is a fraction $e^{-t/T}$ of the one kept. The stress now sits in a zone of thickness about $vT$ next to the interface, and the older oxide dilutes the average. At $t/T=10$ the ratio $\bar s/s_0$ is 0.100. A small average thus does not imply a small stress at the interface, which is still $s_0$.

**Between the limits.** Writing $\bar s/s_0=\int_0^1e^{-xu}du$ shows that the ratio decreases steadily with $x$, since its derivative $-\int_0^1u\,e^{-xu}du$ is negative. It passes one half once, at $t/T=1.594$. A single layer reaches half its stress at the age $T\ln2\approx0.69\,T$; the film takes longer because it keeps receiving fresh layers.

## Proposition: the average governs wafer bending

**Statement.** For a film on one face of an initially flat wafer of thickness $h_s\gg h$ and biaxial modulus $M_s$, the curvature to leading order in $h/h_s$ is

$$\kappa=-\frac{6F}{M_sh_s^2}=-\frac{6\bar s h}{M_sh_s^2}. \tag{6}$$

**Proof.** Let $z$ run from the middle plane of the wafer towards the film, and let the in-plane strain of the wafer be $\varepsilon_0+\kappa z$. No external force or moment acts. To leading order the film contributes a force $F$ at $z=h_s/2$, so

$$M_sh_s\varepsilon_0+F=0,\qquad \frac{M_sh_s^3}{12}\kappa+\frac{h_s}{2}F=0.$$

The second equation gives (6). ∎

For $F<0$ the curvature is positive: the wafer is stretched on the film side, which is the convex side. The profile enters through the lever arm, which lies between $h_s/2$ and $h_s/2+h$ when the stress has one sign. The resulting relative change of the moment is at most $2h/h_s$.

The first equation gives $\varepsilon_0=-F/(M_sh_s)$. The wafer strain under the film is then

$$\varepsilon_0+\frac{\kappa h_s}{2}=-\frac{F}{M_sh_s}-\frac{3F}{M_sh_s}=-\frac{4F}{M_sh_s}.$$

If the whole film followed this strain elastically, a fraction $4M_fh/(M_sh_s)$ of the mean stress would be relieved. During growth this is an upper bound, because a layer does not feel the yielding that took place before it formed. Assumption 4 holds well if this bound is small.

## Worked example: steam oxidation of silicon

The inputs are rough typical values for (100) silicon oxidized in steam at 1223 K. The linear growth rate is 6 nm/min at one atmosphere and is taken as proportional to steam pressure. At 380 Torr, half an atmosphere, it is $v=3$ nm/min, and 20 min of growth give $h=60$ nm. With $E=70$ GPa, $\nu=0.17$ and $\eta=2\times10^{13}$ Pa s,

$$T=\frac{6(2\times10^{13}\ \text{Pa s})(0.83)}{7.0\times10^{10}\ \text{Pa}}=1423\ \text{s}=23.7\ \text{min},\qquad \frac{t}{T}=0.843.$$

For $s_0=-300$ MPa the outer surface has $-300\,e^{-0.843}=-129$ MPa. The average is

$$\bar s=-300\ \text{MPa}\times\frac{1-0.430}{0.843}=-203\ \text{MPa}.$$

The layer stack relaxed in small time steps, without use of (3), gives the same value.

The force per width is $-202.7\ \text{MPa}\times60\ \text{nm}=-12.2$ N/m, against a limiting value of −21.3 N/m. If the oxide is on one face only, (6) gives a radius of curvature of

$$\frac{1}{\kappa}=\frac{(180\times10^9\ \text{Pa})(725\times10^{-6}\ \text{m})^2}{6\times12.16\ \text{N/m}}\approx1300\ \text{m}.$$

This uses the room-temperature modulus of silicon. At 1223 K the wafer is softer, by very roughly a tenth, and the radius is smaller in the same proportion. A wafer oxidized equally on both faces does not bend, because the two moments cancel. A full solution of the force and moment balances for this film and wafer, with the film's stiffness included, agrees with (6) to within one part in a thousand, both for the profile (2) and for its mirror image. The yielding of the wafer relieves less than 0.02 % of the mean stress, even if the hot wafer is a tenth softer, so assumption 4 holds well here.

The rate cancels from (3) at fixed time but not at fixed thickness. At one atmosphere the same 60 nm would take 10 min. With $s_0$ and $T$ held fixed, $t/T=0.422$, $e^{-0.422}=0.656$, and the average would be $-300(1-0.656)/0.422\approx-245$ MPa. Faster growth leaves less time for relaxation. In practice steam pressure may also change the viscosity, which this comparison leaves out.

## When the assumptions fail

**Varying rate and starting oxide.** Suppose a stress-free oxide of thickness $h_0$ is present at the start and the rate is $v(t')$. The layer formed during $dt'$ has age $t-t'$ at time $t$, so

$$\bar s=\frac{s_0\int_0^t v(t')\,e^{-(t-t')/T}dt'}{h_0+\int_0^t v(t')\,dt'}. \tag{7}$$

For constant $v$ and $h_0=1.5$ nm, (7) multiplies (3) by $60/61.5$. The average becomes −198 MPa, a reduction of 2.4 % in magnitude. With such a starting oxide the average begins at zero, and its magnitude rises for about 5 min before it starts to fall.

Diffusion of the oxidant through the film slows growth. In the linear-parabolic law, $dh/dt=B/(A+2h)$. Here $A=600$ nm, and $B=Av$ makes the initial rate equal to $v$. Separation of variables gives $h^2+Ah=Bt=Avt$, whose positive root is

$$h=-\frac A2+\sqrt{\frac{A^2}{4}+Avt}=-300+\sqrt{90000+36000}=55.0\ \text{nm}.$$

The force falls by 9.5 %, but the average changes by 1.2 %, to −200 MPa. Force and thickness both shrink, and most of the change cancels in their ratio. What remains is a shift towards older material, since a larger share of the film grew early. In longer growth the slowing also changes the course of the force. Its magnitude no longer rises towards a fixed limit but peaks after about 55 min and then falls, because new layers arrive ever more slowly.

**Stress-dependent viscosity.** At high shear stress the Eyring law lowers the viscosity to $\eta\,u/\sinh u$, where $u$ is the shear stress times an activation volume $\Omega$, divided by $2k\theta$; $k$ is Boltzmann's constant and $\theta$ the temperature. The principal stresses $(s,s,0)$ have the maximum shear stress $|s|/2$, hence $u=|s|\Omega/(4k\theta)$. Lemma 1 is replaced by

$$\frac{ds}{da}=-\frac sT\,\frac{\sinh u}{u}
\quad\Longrightarrow\quad \frac{du}{da}=-\frac{\sinh u}{T},$$

because $u$ is proportional to $|s|$. Since $d\ln\tanh(u/2)/du=1/\sinh u$, integration gives $\tanh(u/2)=\tanh(u_0/2)\,e^{-a/T}$, with $u_0$ the value at formation. With the rough value $\Omega=0.3$ nm³, a new layer relaxes 1.32 times as fast as in the linear model. The average becomes −190 MPa, 6.4 % smaller in magnitude. The choice of the maximum shear stress as the driving stress matters a little: with $|s|/\sqrt3$ in place of $|s|/2$ and the same $\Omega$, the average would be −186 MPa.

**Uncertain viscosity.** By (1), $T$ is proportional to $\eta$. With all other inputs fixed, a viscosity three times smaller gives −109 MPa and one three times larger gives −262 MPa. Among the changes considered at growth temperature, this is the largest.

## Cooling to room temperature

Let growth stop and the wafer cool at a constant rate $r$. The film must follow the contraction of the silicon. With mean expansion coefficients $\alpha_{\rm ox}$ and $\alpha_{\rm Si}$, and $d\theta/dt=-r$, the strain rates satisfy

$$\frac{1}{M_f}\frac{ds}{dt}+\frac{s}{6\eta}-\alpha_{\rm ox}r=-\alpha_{\rm Si}r.$$

Multiplication by $M_f$ gives

$$\frac{ds}{dt}=-\frac{s}{T(\theta)}-M_f(\alpha_{\rm Si}-\alpha_{\rm ox})\,r. \tag{8}$$

The equation is linear with the same coefficients for all layers, so $\bar s$ obeys it too. Its solution is the growth stress multiplied by $K=\exp(-\int dt/T)$, plus a thermal part.

To estimate $K$, let the viscosity follow an Arrhenius law with activation energy $E_a$. Near the growth temperature $\theta_g$, $1/\theta-1/\theta_g\approx rt/\theta_g^2$. The relaxation rate then falls as $e^{-t/t_c}$ with $t_c=k\theta_g^2/(E_ar)$, and $K\approx e^{-t_c/T}$. For $E_a=5$ eV and $r=5$ K/min, $t_c\approx5.2$ min and $K\approx0.80$. Integration over the whole ramp gives 0.812. The estimate is slightly low because the relaxation rate really falls faster than the approximation assumes.

The growth part is thus reduced from −203 to −164 MPa. Without relaxation, the thermal part would be

$$-84.3\ \text{GPa}\times(4.0-0.5)\times10^{-6}\ \text{K}^{-1}\times925\ \text{K}=-273\ \text{MPa}.$$

Relaxation changes it only to −272 MPa, since most of it builds up when the oxide is too cold to flow. The total at 298 K is −436 MPa, more than twice the average at the end of growth. The silicon coefficient is a rounded value; with $3.9\times10^{-6}$ K⁻¹, closer to the mean over this range, the total would be about −428 MPa. These totals take the viscosity as independent of stress. With the Eyring law above, applied to each layer during growth and cooling, the total is about −421 MPa.

## The model beside a real oxide

A temperature near 1223 K suits the model because steam-grown oxide can there flow on the time scale of its own growth. The viscosity is uncertain, partly because it depends on the water content of the oxide. The stress $s_0$ at formation is also an assumed input, and by (3) the average is proportional to it. A real wafer leaves assumption 5 behind as soon as it starts to cool: in this example cooling moves the average from −203 to −436 MPa. A stress inferred from wafer curvature at room temperature should therefore be compared with a calculation that includes cooling, such as (8), and not with (3) alone. Densification of the oxide and a drift of $s_0$ during growth are left out and have not been sized. At the edges of patterned structures the stress is no longer equal-biaxial, and Lemma 1 does not apply there. The numerical output below lists the inputs and results to more digits than such rough parameters can support as predictions.

## Calculated quantities

```
growth temperature: 1223 K
steam pressure: 380 Torr
linear rate at 1 atm: 6 nm/min
growth rate v: 3 nm/min
growth time t: 20 min
film thickness: 60 nm
birth stress s0: -300 MPa
oxide viscosity: 2e+13 Pa s
oxide Young modulus: 70 GPa
oxide Poisson ratio: 0.17
oxide biaxial modulus: 84.34 GPa
relaxation time T: 23.71 min
relaxation time T: 1423 s
t/T: 0.8434
stress at mid-thickness: -196.8 MPa
stress at outer surface: -129.1 MPa
mean stress, formula: -202.67 MPa
mean stress, layer stack: -202.67 MPa
mean/s0: 0.6756
stack mean/s0 at t/T=0.1: 0.9516
stack mean/s0 at t/T=1: 0.6321
stack mean/s0 at t/T=10: 0.1
t/T where mean = s0/2: 1.594
force per width: -12.16 N/m
limiting force per width: -21.34 N/m
wafer thickness: 725 um
wafer biaxial modulus: 180 GPa
wafer radius, growth stress only: 1297 m
wafer yielding, part of mean: 0.016 %
linear-parabolic length A: 600 nm
thickness with slowing: 54.96 nm
mean with slowing: -200.3 MPa
change of mean by slowing: -1.2 %
change of force by slowing: -9.5 %
starting oxide: 1.5 nm
mean with starting oxide: -197.7 MPa
change by starting oxide: -2.4 %
activation volume: 0.3 nm^3
initial speed-up of relaxation: 1.32
mean with Eyring viscosity: -189.7 MPa
change by Eyring viscosity: -6.4 %
mean, viscosity / 3: -109.1 MPa
mean, viscosity * 3: -261.5 MPa
cooling rate: 5 K/min
viscosity activation energy: 5 eV
room temperature: 298 K
silicon mean expansion: 4 1e-6/K
oxide mean expansion: 0.5 1e-6/K
growth stress kept in cooling: 81.2 %
growth part after cooling: -164.5 MPa
thermal stress, elastic only: -273 MPa
thermal stress, with relaxation: -271.6 MPa
total mean at room temperature: -436.1 MPa
```
